# Capillary Filling of a Cylindrical Nanopore by a Wetting Liquid: verification in Python

```python
# Result under test: a wetting liquid enters an open cylindrical pore as
#     L(t) = sqrt(gamma * r * t * cos(theta) / (2 * eta)).
# L: filled length, gamma: surface tension, r: pore radius, t: time,
# theta: contact angle in the liquid (< 90 degrees), eta: viscosity.
# Conditions: no slip, constant theta, equal outside pressures, L >> r,
# and negligible inertia, gravity, gas drag, evaporation and entry loss.
import numpy as np
from scipy.constants import g, atm
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

# Rough typical values: water in a plasma-damaged porous low-k film.
gamma = 0.072          # N/m
eta = 0.9e-3           # Pa s
rho = 1000.0           # kg/m^3
radius = 2.0e-9        # m
theta = np.radians(60.0)
path = 200e-9          # m

# Assumed round values, used only to size neglected effects.
layer = 0.3e-9         # m, immobile liquid at the wall
modulation = 0.3       # relative amplitude of the pore radius
period = 20e-9         # m, period of the radius variation
tortuosity = 1.5       # path length divided by straight distance
friction = 10 * eta    # Pa s, contact-line friction coefficient


def depth(time, angle=theta):
    return np.sqrt(gamma * radius * time * np.cos(angle) / (2 * eta))


# --- Capillary pressure from minimum interfacial energy -----------------
# Units here: pore radius = 1 and surface tension = 1.
def interfacial_energy(cap_angle, volume, angle):
    R = 1 / np.cos(cap_angle)
    rim = np.sqrt(R**2 - 1)
    area = quad(lambda s: 2*np.pi*s*R / np.sqrt(R**2 - s**2), 0, 1)[0]
    dip = quad(lambda s: 2*np.pi*s*(np.sqrt(R**2 - s**2) - rim), 0, 1)[0]
    contact_height = (volume + dip) / np.pi
    return area - np.cos(angle) * 2 * np.pi * contact_height


def relaxed_meniscus(volume, angle):
    return minimize_scalar(interfacial_energy, bounds=(0.1, 1.5),
                           args=(volume, angle), method="bounded",
                           options={"xatol": 1e-9})


def numerical_pressure(angle):
    high = relaxed_meniscus(10.5, angle)
    low = relaxed_meniscus(9.5, angle)
    pressure = low.fun - high.fun          # energy released per unit volume
    assert abs(high.x - angle) < 1e-5      # the cap meets the wall at theta
    assert abs(pressure - 2 * np.cos(high.x)) < 1e-4   # Laplace pressure
    return pressure * gamma / radius


# --- Mean velocity in a pore from the radial force balance --------------
# Units here: radius = viscosity = pressure gradient = 1.
def mean_velocity(mobile_radius=1.0, cells=2000):
    face = np.linspace(0, 1, cells + 1)
    h = 1 / cells
    viscosity = np.where(face > mobile_radius + 1e-9, 1e6, 1.0)
    link = face[1:-1] * viscosity[1:-1] / h
    diagonal = np.zeros(cells)
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += 2 * viscosity[-1] / h
    ring = (face[1:]**2 - face[:-1]**2) / 2
    band = np.zeros((3, cells))
    band[0, 1:] = -link
    band[1] = diagonal
    band[2, :-1] = -link
    velocity = solve_banded((1, 1), band, ring)
    return 2 * np.sum(velocity * ring)


conductance = mean_velocity()
assert abs(conductance * 8 - 1) < 1e-5

# --- Penetration law from the two numerical ingredients -----------------
for angle in np.radians([25.0, 60.0, 75.0]):
    pressure = numerical_pressure(angle)
    assert abs(pressure * radius / (2*gamma*np.cos(angle)) - 1) < 1e-4
    mobility = conductance * radius**2 * pressure / eta
    # Integrate dt = L dL / mobility with L measured in units of the path.
    fill = path**2 * quad(lambda x: x / mobility, 0, 1)[0]
    assert abs(depth(fill, angle) / path - 1) < 1e-4

P_c = 2 * gamma * np.cos(theta) / radius
D = gamma * radius * np.cos(theta) / (2 * eta)
fill_time = path**2 / D
speed = path / (2 * fill_time)
step = 1e-4 * fill_time
slope = (depth(fill_time + step) - depth(fill_time - step)) / (2 * step)
assert abs(slope / speed - 1) < 1e-6

# --- Inertia: direct integration of the momentum balance ----------------
tau = rho * radius**2 / (8 * eta)
start_speed = np.sqrt(P_c / rho)


def momentum_balance(time, state):
    length, flux = state                   # flux = length * speed
    return [flux / length, (P_c - 8*eta*flux/radius**2) / rho]


t0 = 1e-4 * tau
samples = tau * np.array([0.01, 1.0, 10.0, 1000.0])
run = solve_ivp(momentum_balance, (t0, samples[-1]),
                [start_speed * t0, start_speed**2 * t0],
                method="DOP853", t_eval=samples, rtol=1e-9, atol=1e-22)
assert run.success
with_inertia = np.sqrt(D * (samples + tau * np.expm1(-samples / tau)))
assert np.allclose(run.y[0], with_inertia, rtol=1e-3, atol=0)
assert abs(run.y[0, 0] / (start_speed * samples[0]) - 1) < 0.01
assert abs(run.y[0, -1] / depth(samples[-1]) - 1) < 1e-3
assert run.y[0, 1] / depth(samples[1]) < 0.8   # the law fails at t = tau

# --- Immobile wall layer -------------------------------------------------
mobile = 1 - layer / radius
layer_factor = mobile**-4
# The grid places the layer edge only to within half a cell.
assert abs(conductance / mean_velocity(mobile) / layer_factor - 1) < 5e-3

# --- Slowly varying pore radius -----------------------------------------
x = np.linspace(0, path, 40001)
a = radius * (1 + modulation * np.cos(2 * np.pi * x / period))
resistance = cumulative_trapezoid(8 * eta / (np.pi * a**4), x, initial=0)
local_pressure = 2 * gamma * np.cos(theta) / a
varied_time = trapezoid(np.pi * a**2 * resistance / local_pressure, x)
mean_inverse4 = trapezoid(a**-4, x) / path
mean_cube = trapezoid(a**3, x) / path
radius_factor = radius * mean_inverse4 * mean_cube
assert abs(varied_time / fill_time / radius_factor - 1) < 1e-4

# --- Contact-line friction and an entry length of one radius ------------
slow_time = (2*eta*path**2/radius + (4*eta + friction)*path) \
            / (gamma * np.cos(theta))
slow = solve_ivp(lambda t, y: [gamma * np.cos(theta) /
                 (4*eta*(y[0] + radius)/radius + friction)],
                 (0, slow_time), [0.0], method="DOP853",
                 rtol=1e-9, atol=1e-18)
assert slow.success and abs(slow.y[0, -1] / path - 1) < 1e-5

# --- Gas trapped in a dead-end pore: bisection of the force balance -----
low, high = 0.0, 1.0                       # filled fraction of the pore
for _ in range(60):
    middle = (low + high) / 2
    if atm / (1 - middle) < atm + P_c:
        low = middle
    else:
        high = middle
gas_fraction = atm / (atm + P_c)
assert abs((1 - low) / gas_fraction - 1) < 1e-9

# --- Printed numbers -----------------------------------------------------
print("INPUTS (rough typical values)")
print(f"surface tension             {gamma:.3f} N/m")
print(f"viscosity                   {eta*1e3:.2f} mPa s")
print(f"density                     {rho:.0f} kg/m^3")
print(f"pore radius                 {radius*1e9:.1f} nm")
print(f"contact angle               {np.degrees(theta):.0f} degrees")
print(f"path length                 {path*1e9:.0f} nm")
print("RESULTS")
print(f"capillary pressure          {P_c/1e6:.1f} MPa")
print(f"capillary pressure          {P_c/atm:.0f} atm")
print(f"liquid pressure at meniscus {(atm-P_c)/1e6:.1f} MPa absolute")
print(f"numerical 8*conductance     {8*conductance:.7f} (ideal 1)")
print(f"coefficient D = L^2/t       {D:.3e} m^2/s")
print(f"coefficient D = L^2/t       {D*1e12:.3e} nm^2/us")
for t_us in (0.01, 0.1, 1.0):
    print(f"depth at {t_us:4.2f} us            {depth(t_us*1e-6)*1e9:.1f} nm")
print(f"fill time of the path       {fill_time*1e6:.3f} us")
print(f"front speed at path end     {speed:.3f} m/s")
print(f"capillary number there      {eta*speed/gamma:.2e}")
print(f"ideal depth after 60 s      {depth(60.0)*1e3:.2f} mm")
print("NEGLECTED EFFECTS")
print(f"inertial time tau           {tau*1e12:.3f} ps")
print(f"law's depth at t = tau      {depth(tau)*1e9:.3f} nm")
print(f"inertial start speed        {start_speed:.0f} m/s")
print(f"true/law depth at t = tau   {run.y[0,1]/depth(tau):.3f}")
print(f"true/law depth at 1000 tau  {run.y[0,3]/depth(samples[3]):.5f}")
print(f"gravity/capillary pressure  {rho*g*path/P_c:.1e}")
print(f"assumed immobile layer      {layer*1e9:.1f} nm")
print(f"  fill time multiplied by   {layer_factor:.2f}")
print(f"assumed radius modulation   {modulation*100:.0f} %")
print(f"assumed modulation period   {period*1e9:.0f} nm")
print(f"  fill time multiplied by   {radius_factor:.2f}")
print(f"assumed tortuosity          {tortuosity:.1f}")
print(f"  fill time multiplied by   {tortuosity**2:.2f}")
print(f"assumed friction/viscosity  {friction/eta:.0f}")
print(f"assumed entry length        {radius*1e9:.1f} nm")
print(f"  fill time multiplied by   {slow_time/fill_time:.3f} (both)")
product = layer_factor * radius_factor * tortuosity**2
print(f"product of the three large  {product:.1f} (rough)")
print(f"  fill time with product    {product*fill_time*1e6:.1f} us (rough)")
print(f"dead-end pore, gas left     {gas_fraction*100:.2f} % of length")
print(f"dead-end pore, gas left     {gas_fraction*path*1e9:.2f} nm")
print("every check passed")
```

Output:

```
INPUTS (rough typical values)
surface tension             0.072 N/m
viscosity                   0.90 mPa s
density                     1000 kg/m^3
pore radius                 2.0 nm
contact angle               60 degrees
path length                 200 nm
RESULTS
capillary pressure          36.0 MPa
capillary pressure          355 atm
liquid pressure at meniscus -35.9 MPa absolute
numerical 8*conductance     1.0000002 (ideal 1)
coefficient D = L^2/t       4.000e-08 m^2/s
coefficient D = L^2/t       4.000e+04 nm^2/us
depth at 0.01 us            20.0 nm
depth at 0.10 us            63.2 nm
depth at 1.00 us            200.0 nm
fill time of the path       1.000 us
front speed at path end     0.100 m/s
capillary number there      1.25e-03
ideal depth after 60 s      1.55 mm
NEGLECTED EFFECTS
inertial time tau           0.556 ps
law's depth at t = tau      0.149 nm
inertial start speed        190 m/s
true/law depth at t = tau   0.607
true/law depth at 1000 tau  0.99950
gravity/capillary pressure  5.4e-11
assumed immobile layer      0.3 nm
  fill time multiplied by   1.92
assumed radius modulation   30 %
assumed modulation period   20 nm
  fill time multiplied by   1.79
assumed tortuosity          1.5
  fill time multiplied by   2.25
assumed friction/viscosity  10
assumed entry length        2.0 nm
  fill time multiplied by   1.070 (both)
product of the three large  7.7 (rough)
  fill time with product    7.7 us (rough)
dead-end pore, gas left     0.28 % of length
dead-end pore, gas left     0.56 nm
every check passed
```
